# How Many Intrinsic Carriers Does Diamond Hold at Room Temperature?: a numerical check

```python
# Result under test: the intrinsic carrier density of ideal diamond,
#   n_i = sqrt(Nc*Nv) * exp(-Eg/(2 k T)),  a few 1e-27 cm^-3 at 300 K.
# Nc, Nv: effective densities of states of the conduction and valence edges
# (spin included); Eg: gap; mu: Fermi level; masses in free-electron masses.
# Also tested: the mean number of pairs in a neutral isolated crystal,
#   x*I1(2x)/I0(2x) with x = n_i*volume, and the hole density with boron.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import iv

K_EV = const.k / const.e                 # Boltzmann constant, eV/K
T_ROOM = 300.0                           # K
GAP = 5.47                               # eV
SI_GAP = 1.12                            # eV, silicon's gap for comparison
VALLEYS = 6
ELECTRON_MASSES = (1.5, 0.3, 0.3)        # rough
HOLE_MASSES = (0.6, 0.3, 0.4)            # heavy, light, split-off; rough
SPLITTING = 0.006                        # eV, rough


def edge_densities(temp, mass_scale=1.0):
    """Derived formulas for Nc and Nv in cm^-3."""
    unit = 2 * (mass_scale * const.m_e * const.k * temp
                / (2 * np.pi * const.hbar**2))**1.5 * 1e-6
    nc = unit * VALLEYS * np.sqrt(np.prod(ELECTRON_MASSES))
    heavy, light, split = HOLE_MASSES
    nv = unit * (heavy**1.5 + light**1.5
                 + split**1.5 * np.exp(-SPLITTING / (K_EV * temp)))
    return nc, nv


def intrinsic(temp, gap, mass_scale=1.0):
    nc, nv = edge_densities(temp, mass_scale)
    return np.sqrt(nc * nv) * np.exp(-gap / (2 * K_EV * temp))


kT = K_EV * T_ROOM
Nc, Nv = edge_densities(T_ROOM)
n_i = intrinsic(T_ROOM, GAP)


# Test: explicit sum of Boltzmann factors over plane waves in a periodic box.
def box_sum(masses):
    side = 60e-9
    k = 2 * np.pi * np.arange(-60, 61) / side
    e = [const.hbar**2 * k**2 / (2 * m * const.m_e * const.k * T_ROOM)
         for m in masses]
    total = np.exp(-(e[0][:, None, None] + e[1][None, :, None]
                     + e[2][None, None, :])).sum()
    return 2 * total / side**3 * 1e-6


nc_sum = VALLEYS * box_sum(ELECTRON_MASSES)
nv_sum = sum(box_sum((m, m, m)) * np.exp(-shift / kT)
             for m, shift in zip(HOLE_MASSES, (0.0, 0.0, SPLITTING)))
assert abs(nc_sum / Nc - 1) < 1e-6
assert abs(nv_sum / Nv - 1) < 1e-6


# Full Fermi-Dirac densities by quadrature over scaled momentum q,
# where kinetic energy = q^2 kT and distance = (edge to mu)/kT.
def fermi_density(masses, distance):
    def integrand(q):
        boltz = np.exp(-(q * q + distance))
        return q * q * boltz / (1 + boltz)
    integral = quad(integrand, 0, 9, epsabs=0, epsrel=1e-10, limit=200)[0]
    scale = (2 * const.m_e * const.k * T_ROOM / const.hbar**2)**1.5
    return (2 * 4 * np.pi / (2 * np.pi)**3 * scale
            * np.sqrt(np.prod(masses)) * integral * 1e-6)


def electrons(distance):
    return VALLEYS * fermi_density(ELECTRON_MASSES, distance)


def holes(distance):
    return sum(fermi_density((m, m, m), distance + s / kT)
               for m, s in zip(HOLE_MASSES, (0.0, 0.0, SPLITTING)))


# Test: solve neutrality numerically, mu measured from the valence edge.
mu_shift = 0.5 * kT * np.log(Nv / Nc)
for gap in (GAP, SI_GAP):
    g = gap / kT
    u = brentq(lambda v: np.log(electrons(g - v) / holes(v)),
               0.3 * g, 0.7 * g, xtol=1e-11)
    assert abs(electrons(g - u) / intrinsic(T_ROOM, gap) - 1) < 1e-6
    assert abs(u * kT - (gap / 2 + mu_shift)) < 1e-7

# Test: first degeneracy correction where it is large enough to see.
d = 3.0
measured = electrons(d) / (Nc * np.exp(-d)) - 1
assert abs(measured + np.exp(-d) / 2**1.5) < np.exp(-2 * d) / 3**1.5


# Test: pair number from exact canonical sums over many fermion levels.
def fermion_partition(weights, kmax=25):
    z = np.zeros(kmax + 1)
    z[0] = 1.0
    for w in weights:
        z[1:] += w * z[:-1]
    return z


def mean_pairs(x):
    return x * iv(1, 2 * x) / iv(0, 2 * x)


levels = 10000
w_e = np.exp(-np.linspace(0, 6, levels))
w_h = np.exp(-np.linspace(0, 3, levels))
z_pair = fermion_partition(w_e / w_e.sum()) * fermion_partition(w_h / w_h.sum())
number = np.arange(len(z_pair))
for x in (0.01, 1.0, 5.0):
    prob = z_pair * x**(2.0 * number)
    exact_mean = (number * prob).sum() / prob.sum()
    # tolerance covers exclusion among a finite number of levels
    assert abs(exact_mean / mean_pairs(x) - 1) < 5e-3
    if x == 0.01:
        assert abs(exact_mean / x**2 - 1) < 1e-3

# Boron acceptors without compensation; six bound-hole states per atom.
BORON = 1e15                             # cm^-3
E_BORON = 0.37                           # eV, rough
K_ion = Nv / 6 * np.exp(-E_BORON / kT)


def boron_holes(density):
    return 2 * density / (1 + np.sqrt(1 + 4 * density / K_ion))


p_boron = boron_holes(BORON)
n_boron = n_i**2 / p_boron


def charge_balance(v):
    ionised = BORON / (1 + 6 * np.exp(E_BORON / kT - v))
    return np.log(holes(v) / (ionised + electrons(GAP / kT - v)))


u_b = brentq(charge_balance, 1, 60, xtol=1e-11)
assert abs(holes(u_b) / p_boron - 1) < 1e-4
assert abs(electrons(GAP / kT - u_b) / n_boron - 1) < 1e-4

# Physical scale and neglected effects.
volume_cm3 = 1 / n_i
side_km = volume_cm3**(1 / 3) * 1e-5
PLANET_RADIUS = 6400.0                   # km, rough Earth radius
x_planet = n_i * 4 / 3 * np.pi * (PLANET_RADIUS * 1e5)**3
radius_1cm3 = (3 / (4 * np.pi))**(1 / 3) * 1e-2
charging = const.e / (8 * np.pi * const.epsilon_0 * radius_1cm3)
T_HOT = 500.0
GAP_SLOPE = 2e-4                         # eV/K, rough allowance
gap_hot = GAP - GAP_SLOPE * (T_HOT - T_ROOM)
n_hot_fixed = intrinsic(T_HOT, GAP)
n_hot = intrinsic(T_HOT, gap_hot)
n_round = 1e19 * np.exp(-GAP / (2 * kT))
n_si_gap = intrinsic(T_ROOM, SI_GAP)
assert 1e-27 < n_i < 1e-26
assert charging < 1e-4 * kT

print(f"Temperature: {T_ROOM:.0f} K; kT: {kT:.6f} eV")
print(f"Diamond gap: {GAP:.2f} eV")
print("Electron masses (long., transv., transv.):", ELECTRON_MASSES, "m_e")
print("Hole masses (heavy, light, split-off):", HOLE_MASSES, "m_e")
print(f"Conduction valleys: {VALLEYS}")
print(f"Spin-orbit splitting: {SPLITTING * 1e3:.1f} meV")
print(f"Nc formula: {Nc:.3e} cm^-3; box sum: {nc_sum:.3e} cm^-3")
print(f"Nv formula: {Nv:.3e} cm^-3; box sum: {nv_sum:.3e} cm^-3")
print(f"sqrt(Nc Nv): {np.sqrt(Nc * Nv):.3e} cm^-3")
print(f"Eg/(2kT): {GAP / (2 * kT):.3f}")
print(f"exp(-Eg/2kT): {np.exp(-GAP / (2 * kT)):.3e}")
print(f"Intrinsic density n_i: {n_i:.2e} cm^-3")
print(f"n_i squared: {n_i**2:.2e} cm^-6")
print(f"n_i with Nc = Nv = 1e19 cm^-3: {n_round:.2e} cm^-3")
print(f"Fermi level relative to midgap: {mu_shift * 1e3:.1f} meV")
print(f"Gap change per decade of n_i: {2 * kT * np.log(10):.4f} eV")
print(f"n_i if gap were {SI_GAP} eV, same masses: {n_si_gap:.2e} cm^-3")
print(f"Ratio of that density to diamond's: {n_si_gap / n_i:.1e}")
print(f"Volume 1/n_i: {volume_cm3:.2e} cm^3")
print(f"Side of cube of that volume: {side_km:.0f} km")
print(f"Mean pairs, isolated neutral 1 cm^3: {mean_pairs(n_i):.2e}")
print(f"Mean pairs, isolated crystal with x = 1: {mean_pairs(1.0):.3f}")
print(f"Planet-sized crystal radius: {PLANET_RADIUS:.0f} km")
print(f"Planet-sized crystal: x = {x_planet:.2f}")
print(f"Planet-sized crystal: mean pairs = {mean_pairs(x_planet):.2f}")
print(f"Charging energy of 1 cm^3 sphere: {charging:.1e} eV")
print(f"Boron density: {BORON:.1e} cm^-3; level: {E_BORON:.2f} eV")
print(f"Boron ionisation constant: {K_ion:.2e} cm^-3")
print(f"Holes with boron: {p_boron:.2e} cm^-3")
print(f"Ionised boron fraction: {100 * p_boron / BORON:.1f} percent")
print(f"Electrons with boron: {n_boron:.1e} cm^-3")
print(f"Holes from 1 boron atom per cm^3: {boron_holes(1.0):.3f} cm^-3")
print(f"Those holes divided by n_i: {boron_holes(1.0) / n_i:.1e}")
print(f"Relative degeneracy correction: {n_i / Nc / 2**1.5:.1e}")
print(f"Factor for gap lower by 0.02 eV: "
      f"{intrinsic(T_ROOM, GAP - 0.02) / n_i:.2f}")
print(f"Factor for all masses 1.5 times larger: "
      f"{intrinsic(T_ROOM, GAP, 1.5) / n_i:.2f}")
print(f"n_i at {T_HOT:.0f} K, gap fixed: {n_hot_fixed:.2e} cm^-3")
print(f"Rough gap slope allowed: {GAP_SLOPE * 1e3:.1f} meV/K")
print(f"n_i at {T_HOT:.0f} K, gap {gap_hot:.2f} eV: {n_hot:.2e} cm^-3")
print(f"Factor from gap shrinkage at {T_HOT:.0f} K: {n_hot / n_hot_fixed:.2f}")
print("OK")
```

Running it gives:

```
Temperature: 300 K; kT: 0.025852 eV
Diamond gap: 5.47 eV
Electron masses (long., transv., transv.): (1.5, 0.3, 0.3) m_e
Hole masses (heavy, light, split-off): (0.6, 0.3, 0.4) m_e
Conduction valleys: 6
Spin-orbit splitting: 6.0 meV
Nc formula: 5.532e+19 cm^-3; box sum: 5.532e+19 cm^-3
Nv formula: 2.082e+19 cm^-3; box sum: 2.082e+19 cm^-3
sqrt(Nc Nv): 3.394e+19 cm^-3
Eg/(2kT): 105.795
exp(-Eg/2kT): 1.132e-46
Intrinsic density n_i: 3.84e-27 cm^-3
n_i squared: 1.48e-53 cm^-6
n_i with Nc = Nv = 1e19 cm^-3: 1.13e-27 cm^-3
Fermi level relative to midgap: -12.6 meV
Gap change per decade of n_i: 0.1191 eV
n_i if gap were 1.12 eV, same masses: 1.33e+10 cm^-3
Ratio of that density to diamond's: 3.5e+36
Volume 1/n_i: 2.60e+26 cm^3
Side of cube of that volume: 6384 km
Mean pairs, isolated neutral 1 cm^3: 1.48e-53
Mean pairs, isolated crystal with x = 1: 0.698
Planet-sized crystal radius: 6400 km
Planet-sized crystal: x = 4.22
Planet-sized crystal: mean pairs = 3.96
Charging energy of 1 cm^3 sphere: 1.2e-07 eV
Boron density: 1.0e+15 cm^-3; level: 0.37 eV
Boron ionisation constant: 2.11e+12 cm^-3
Holes with boron: 4.49e+13 cm^-3
Ionised boron fraction: 4.5 percent
Electrons with boron: 3.3e-67 cm^-3
Holes from 1 boron atom per cm^3: 1.000 cm^-3
Those holes divided by n_i: 2.6e+26
Relative degeneracy correction: 2.5e-47
Factor for gap lower by 0.02 eV: 1.47
Factor for all masses 1.5 times larger: 1.84
n_i at 500 K, gap fixed: 2.00e-08 cm^-3
Rough gap slope allowed: 0.2 meV/K
n_i at 500 K, gap 5.43 eV: 3.18e-08 cm^-3
Factor from gap shrinkage at 500 K: 1.59
OK
```
